# Relative acidity constants by proton exchange: cancellations and remaining errors: test program

```python
# Result under test: for HA + R(-) -> A(-) + HR in one solvent,
#   pK(HA) = pK(HR) + dG_exchange / (RT ln 10),
# with no proton free energy and no standard-state term in dG_exchange.
# Remaining errors: (d_A - d_R)/(RT ln 10) plus the reference pK error,
# where d = solvation error of the base form minus that of the acid form.
# Energies are in kJ/mol, radii in angstrom, concentrations in mol/L.
# All acids are models with round parameters; charged forms are Born ions.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize

T = 298.15
RT = sc.R * T / 1000
PK = RT * np.log(10)                  # free energy of one pK unit
P0, C0 = 1.0e5, 1000.0                # 1 bar in Pa, 1 mol/L in mol/m^3
CONV = RT * np.log(C0 * sc.R * T / P0)
FARADAY = sc.N_A * sc.e / 1000        # kJ/mol per volt
EPS = 80.0
BORN = ((1 - 1 / EPS) * sc.N_A * sc.e**2
        / (8 * np.pi * sc.epsilon_0 * sc.angstrom) / 1000)

# Standard-state term against the work of isothermal compression.
work = quad(lambda p: RT / p, P0, C0 * sc.R * T)[0]
assert abs(work - CONV) < 1e-7

# Gas free energy of the proton against an explicit sum over box levels.
wavelength = sc.h / np.sqrt(2 * np.pi * sc.m_p * sc.k * T)
G_PROTON = -RT * np.log(sc.k * T / (P0 * wavelength**3))
box = 1.0e-5
level = sc.h**2 / (8 * sc.m_p * box**2 * sc.k * T)
n = np.arange(1, int(np.sqrt(50 / level)) + 1, dtype=float)
q_line = np.exp(-level * n**2).sum()
particles = P0 * box**3 / (sc.k * T)
G_box = -RT * (3 * np.log(q_line) - np.log(particles))
assert abs(G_box - G_PROTON) < 1e-4   # finite box shifts it by about 4e-5


def born(radius):
    return -BORN / radius


def field_energy(radius):
    """Field energy outside the ion, solvent minus vacuum."""
    a = radius * sc.angstrom

    def shell(s):
        r = a * s
        displacement = sc.e / (4 * np.pi * r**2)
        density = displacement**2 / (2 * sc.epsilon_0) * (1 / EPS - 1)
        return density * 4 * np.pi * r**2 * a * sc.N_A / 1000
    return quad(shell, 1, np.inf)[0]


assert abs(field_energy(2.1) - born(2.1)) < 1e-6

# z: charge of the acid form; dep: gas deprotonation free energy at 1 bar;
# neutral: solvation free energy of the neutral form; slip: its error.
A = dict(z=0, dep=1425.0, neutral=-25.0, radius=2.1, slip=2.0)
R = dict(z=0, dep=1430.0, neutral=-30.0, radius=2.0, slip=1.0)
LARGE = dict(z=0, dep=1320.0, neutral=-30.0, radius=3.0, slip=1.0)
CATION = dict(z=1, dep=810.0, neutral=-30.0, radius=2.0, slip=1.0)
H_SOLV, H_ERROR, STRETCH = -1100.0, 10.0, 0.05


def potentials(acid, proton=H_SOLV, wrong=False, conv=CONV, chi=0.0):
    """Standard solution free energies of acid form, base form, proton."""
    charged = born(acid["radius"] * (1 + STRETCH * wrong))
    neutral = acid["neutral"] + acid["slip"] * wrong
    pair = (neutral, charged) if acid["z"] == 0 else (charged, neutral)
    acid_form = conv + pair[0] + acid["z"] * FARADAY * chi
    base_form = (acid["dep"] - G_PROTON + conv + pair[1]
                 + (acid["z"] - 1) * FARADAY * chi)
    return acid_form, base_form, G_PROTON + conv + proton + FARADAY * chi


def direct_pK(acid, **options):
    acid_form, base_form, proton = potentials(acid, **options)
    return (base_form + proton - acid_form) / PK


def exchange_energy(acid, ref, **options):
    a_acid, a_base, _ = potentials(acid, **options)
    r_acid, r_base, _ = potentials(ref, **options)
    return a_base + r_acid - a_acid - r_base


def equilibrium(proton, total=0.1):
    """Minimize the free energy of a solution holding both acids."""
    mu_a = potentials(A, proton=proton)
    mu_r = potentials(R, proton=proton)
    gain_a = (mu_a[1] + mu_a[2] - mu_a[0]) / RT
    gain_r = (mu_r[1] + mu_r[2] - mu_r[0]) / RT

    def free_energy(logs):
        x, y = np.exp(logs)
        if max(x, y) >= total:
            return 1e3
        conc = np.array([total - x, x, total - y, y, x + y])
        return x * gain_a + y * gain_r + np.sum(conc * (np.log(conc) - 1))
    found = minimize(free_energy, np.log([1e-3, 1e-3]), method="Nelder-Mead",
                     options=dict(xatol=1e-8, fatol=1e-16, maxiter=3000))
    x, y = np.exp(found.x)
    pK_a = -np.log10((x + y) * x / (total - x))
    pK_r = -np.log10((x + y) * y / (total - y))
    return pK_a, pK_r, x, y


# Numerical equilibrium against the direct and exchange formulas.
pK_A, pK_R, conc_A, conc_R = equilibrium(H_SOLV)
dG_ex = exchange_energy(A, R)
assert abs(pK_A - direct_pK(A)) < 1e-4
assert abs(pK_R - direct_pK(R)) < 1e-4
assert abs(pK_A - (pK_R + dG_ex / PK)) < 2e-4

# A different proton solvation energy moves both pK but not their difference.
moved_A, moved_R, _, _ = equilibrium(H_SOLV + H_ERROR)
assert abs(moved_A - pK_A - H_ERROR / PK) < 2e-4
assert abs((moved_A - moved_R) - (pK_A - pK_R)) < 2e-4

# Omitted standard-state conversion, and surface potential of 0.1 V.
shift_conv = direct_pK(A, conv=0.0) - direct_pK(A)
assert abs(shift_conv + CONV / PK) < 1e-9
CHI = 0.1
shift_mixed = direct_pK(A, proton=H_SOLV + FARADAY * CHI) - direct_pK(A)
assert abs(shift_mixed - FARADAY * CHI / PK) < 1e-9
assert abs(direct_pK(A, chi=CHI) - direct_pK(A)) < 1e-9
for ref in (R, LARGE, CATION):
    assert abs(exchange_energy(A, ref, conv=0.0)
               - exchange_energy(A, ref)) < 1e-9
    assert abs(exchange_energy(A, ref, chi=CHI)
               - exchange_energy(A, ref)) < 1e-9

# Errors from complete wrong cycles against the propagated Born formula.


def ion_error(acid):
    return BORN * STRETCH / ((1 + STRETCH) * acid["radius"])


def own_error(acid):
    sign = 1 if acid["z"] == 0 else -1
    return sign * (ion_error(acid) - acid["slip"])


direct_error = (direct_pK(A, proton=H_SOLV + H_ERROR, wrong=True)
                - direct_pK(A))
assert abs(direct_error - (own_error(A) + H_ERROR) / PK) < 1e-9
exchange_errors = []
for ref in (R, LARGE, CATION):
    error = (exchange_energy(A, ref, wrong=True)
             - exchange_energy(A, ref)) / PK
    assert abs(error - (own_error(A) - own_error(ref)) / PK) < 1e-9
    exchange_errors.append(error)
assert abs(exchange_errors[0]) < abs(exchange_errors[1]) < direct_error
assert exchange_errors[2] > direct_error

# Random errors: samples with shared parts against the variance formula.
S_ION, S_NEUT, RHO_ION, RHO_NEUT, U_REF = 12.0, 3.0, 0.8, 0.5, 0.1
rng = np.random.default_rng(7)
SAMPLES = 400000


def correlated_pair(spread, rho):
    common, one, two = rng.standard_normal((3, SAMPLES))
    shared, private = np.sqrt(rho), np.sqrt(1 - rho)
    return (spread * (shared * common + private * one),
            spread * (shared * common + private * two))


def exchange_sigma(rho_ion, rho_neut):
    variance = (2 * S_ION**2 * (1 - rho_ion)
                + 2 * S_NEUT**2 * (1 - rho_neut))
    return np.sqrt(variance / PK**2 + U_REF**2)


sampled = []
for rhos in ((RHO_ION, RHO_NEUT), (0.0, 0.0)):
    ion_a, ion_r = correlated_pair(S_ION, rhos[0])
    neut_a, neut_r = correlated_pair(S_NEUT, rhos[1])
    noise = U_REF * rng.standard_normal(SAMPLES)
    total_error = (ion_a - neut_a - ion_r + neut_r) / PK + noise
    sampled.append(total_error.std())
    assert abs(sampled[-1] / exchange_sigma(*rhos) - 1) < 0.008

# Correlation at which direct and exchange routes are equally accurate.
BIAS = -4.0
s2 = S_ION**2 + S_NEUT**2
r_actual = (RHO_ION * S_ION**2 + RHO_NEUT * S_NEUT**2) / s2
r_equal = 0.5 * (1 + ((PK * U_REF)**2 - (BIAS + H_ERROR)**2) / s2)


def rms_routes(r):
    d_a, d_r = correlated_pair(np.sqrt(s2), r)
    d_a, d_r = d_a + BIAS, d_r + BIAS
    noise = U_REF * rng.standard_normal(SAMPLES)
    direct = np.sqrt(np.mean(((d_a + H_ERROR) / PK)**2))
    exchange = np.sqrt(np.mean(((d_a - d_r) / PK + noise)**2))
    return direct, exchange


at_equal = rms_routes(r_equal)
below, above = rms_routes(r_equal - 0.2), rms_routes(r_equal + 0.2)
assert abs(at_equal[0] / at_equal[1] - 1) < 0.008  # sampling noise
assert below[1] > below[0] and above[1] < above[0]
direct_rms = np.sqrt(s2 + (BIAS + H_ERROR)**2) / PK
assert abs(at_equal[0] / direct_rms - 1) < 0.008


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Temperature", T, "K", 2)
show("RT", RT, "kJ/mol", 4)
show("RT ln10, one pK unit", PK, "kJ/mol", 4)
show("Standard-state term C", CONV, "kJ/mol")
show("Proton gas free energy", G_PROTON, "kJ/mol")
show("Proton solvation, model", H_SOLV, "kJ/mol", 1)
show("Relative permittivity", EPS, "", 1)
show("Born constant B", BORN, "kJ/mol angstrom", 2)
for name, acid in (("HA", A), ("HR", R), ("large", LARGE),
                   ("cation", CATION)):
    print(f"{name}: acid charge {acid['z']}, radius {acid['radius']:.1f} A")
    print(f"  gas deprotonation {acid['dep']:.1f} kJ/mol")
    print(f"  neutral solvation {acid['neutral']:.1f} kJ/mol")
    print(f"  ion solvation {born(acid['radius']):.2f} kJ/mol")
    print(f"  true pK {direct_pK(acid):.3f}")
    print(f"  errors: ion {ion_error(acid):.3f}, "
          f"neutral {acid['slip']:.1f}, d {own_error(acid):.3f} kJ/mol")
print(f"Equilibrium, 0.1 mol/L each: A- {conc_A:.3e}, R- {conc_R:.3e} mol/L")
print(f"pK from minimization: HA {pK_A:.3f}, HR {pK_R:.3f}")
show("Exchange free energy HA/HR", dG_ex, "kJ/mol")
show("Exchange pK difference", dG_ex / PK, "pK")
show("Direct pK shift if C is omitted", shift_conv, "pK")
show("Direct pK shift, mixed convention, 0.1 V", shift_mixed, "pK")
print(f"Radius error {100 * STRETCH:.0f} %, proton error {H_ERROR:.1f} kJ/mol")
show("Proton error alone", H_ERROR / PK, "pK")
show("Direct error for HA", direct_error, "pK")
for name, error in zip(("HR", "large anion", "cation"), exchange_errors):
    show(f"Exchange error, reference {name}", error, "pK")
print(f"Spreads: ion {S_ION:.1f}, neutral {S_NEUT:.1f} kJ/mol")
print(f"Correlations: ion {RHO_ION:.1f}, neutral {RHO_NEUT:.1f}")
show("Reference pK uncertainty", U_REF, "pK", 2)
print(f"Exchange sigma: formula {exchange_sigma(RHO_ION, RHO_NEUT):.3f}, "
      f"sampled {sampled[0]:.3f} pK")
show("Exchange sigma, no correlation", exchange_sigma(0, 0), "pK")
show("Direct random sigma, no offset", np.sqrt(s2) / PK, "pK")
print(f"Common bias b {BIAS:.1f}, b+h {BIAS + H_ERROR:.1f} kJ/mol")
show("Direct rms error with offset", direct_rms, "pK")
print(f"Correlation r: example {r_actual:.3f}, break-even {r_equal:.3f}")
print(f"Sampled rms at break-even: direct {at_equal[0]:.3f}, "
      f"exchange {at_equal[1]:.3f} pK")
print("OK")
```

Running it gives:

```
Temperature: 298.15 K
RT: 2.4790 kJ/mol
RT ln10, one pK unit: 5.7080 kJ/mol
Standard-state term C: 7.959 kJ/mol
Proton gas free energy: -26.285 kJ/mol
Proton solvation, model: -1100.0 kJ/mol
Relative permittivity: 80.0
Born constant B: 685.99 kJ/mol angstrom
HA: acid charge 0, radius 2.1 A
  gas deprotonation 1425.0 kJ/mol
  neutral solvation -25.0 kJ/mol
  ion solvation -326.66 kJ/mol
  true pK 5.483
  errors: ion 15.555, neutral 2.0, d 13.555 kJ/mol
HR: acid charge 0, radius 2.0 A
  gas deprotonation 1430.0 kJ/mol
  neutral solvation -30.0 kJ/mol
  ion solvation -343.00 kJ/mol
  true pK 4.373
  errors: ion 16.333, neutral 1.0, d 15.333 kJ/mol
large: acid charge 0, radius 3.0 A
  gas deprotonation 1320.0 kJ/mol
  neutral solvation -30.0 kJ/mol
  ion solvation -228.66 kJ/mol
  true pK 5.132
  errors: ion 10.889, neutral 1.0, d 9.889 kJ/mol
cation: acid charge 1, radius 2.0 A
  gas deprotonation 810.0 kJ/mol
  neutral solvation -30.0 kJ/mol
  ion solvation -343.00 kJ/mol
  true pK 5.423
  errors: ion 16.333, neutral 1.0, d -15.333 kJ/mol
Equilibrium, 0.1 mol/L each: A- 1.552e-04, R- 1.962e-03 mol/L
pK from minimization: HA 5.483, HR 4.373
Exchange free energy HA/HR: 6.333 kJ/mol
Exchange pK difference: 1.110 pK
Direct pK shift if C is omitted: -1.394 pK
Direct pK shift, mixed convention, 0.1 V: 1.690 pK
Radius error 5 %, proton error 10.0 kJ/mol
Proton error alone: 1.752 pK
Direct error for HA: 4.127 pK
Exchange error, reference HR: -0.311 pK
Exchange error, reference large anion: 0.642 pK
Exchange error, reference cation: 5.061 pK
Spreads: ion 12.0, neutral 3.0 kJ/mol
Correlations: ion 0.8, neutral 0.5
Reference pK uncertainty: 0.10 pK
Exchange sigma: formula 1.433, sampled 1.432 pK
Exchange sigma, no correlation: 3.066 pK
Direct random sigma, no offset: 2.167 pK
Common bias b -4.0, b+h 6.0 kJ/mol
Direct rms error with offset: 2.408 pK
Correlation r: example 0.782, break-even 0.383
Sampled rms at break-even: direct 2.410, exchange 2.411 pK
OK
```
